Saturation of the heavy–light hole splitting in narrow (001) silicon wells

**1. Two orbitals and a spin**

Suppose that a hole in silicon can use only two of the three p-like band-edge orbitals, X and Y, and that these have equal energy. Spin-orbit coupling is then simple enough to solve by inspection.

Hole energies are counted positive, starting from the bulk band edge. In the bulk, with all three orbitals present, spin-orbit coupling leaves the four states with j = 3/2 at energy 0 and puts the two split-off states with j = 1/2 at Δ. An operator that does this has the form c₀ + c₁ L·S, where L is the orbital angular momentum with l = 1 and S is the spin, both in units of ħ. From

L·S = [j(j+1) − 2 − 3/4]/2

one finds L·S = 1/2 for j = 3/2 and L·S = −1 for j = 1/2. The conditions c₀ + c₁/2 = 0 and c₀ − c₁ = Δ give c₁ = −2Δ/3 and c₀ = Δ/3, so

H_so = Δ/3 − (2Δ/3) L·S.

Now remove Z. The orbitals X and Y combine into states with l_z = +1 and l_z = −1, while Z is the state with l_z = 0. In

L·S = l_z s_z + (l₊s₋ + l₋s₊)/2

the raising and lowering terms change l_z by one. Starting from l_z = ±1, they lead to Z or to nothing. Only l_z s_z = ±1/2 survives, and the energies are

Δ/3 − (2Δ/3)(+1/2) = 0, for spin parallel to l_z,

Δ/3 − (2Δ/3)(−1/2) = 2Δ/3, for spin antiparallel to l_z.

The first pair has J_z = ±3/2 and is heavy-hole-like. The second has J_z = ±1/2. Their separation is two-thirds of the spin-orbit splitting. What remains is to show that a narrow well removes Z, and to find how narrow it must be.

**2. Restoring Z**

The well is an unstrained silicon layer of width W, grown along z = [001], with infinitely high walls and no electric field. The in-plane wavevector is zero until section 7. The model is the six-band Luttinger–Kohn model, which keeps the heavy, light and split-off bands.

The state |l_z = 1, ↑⟩ has J_z = 3/2 and no partner with the same J_z. It is the heavy hole. For J_z = 1/2 there are two states:

A = |l_z = 1, ↓⟩ and B = |Z, ↑⟩.

The diagonal elements of L·S are −1/2 for A and 0 for B. Since l₊|0⟩ = √2|1⟩ and s₋|↑⟩ = |↓⟩, the off-diagonal element is √2/2 = 1/√2. Inserting these in H_so gives

H_AA = 2Δ/3, H_BB = Δ/3, H_AB = −√2Δ/3.

The bulk limit checks this block. Its trace is Δ and its determinant is 2Δ²/9 − 2Δ²/9 = 0, so its eigenvalues are 0 and Δ, as required. The eigenvector at 0 satisfies (2Δ/3)u_A = (√2Δ/3)u_B, or u_B = √2 u_A. The bulk light hole moving along z is therefore two-thirds Z by weight.

This weight fixes the kinetic energies. For motion along z, the Luttinger parameters are defined so that the heavy hole has energy (γ1−2γ2)ħ²k²/2m0 and the light hole, at small k, (γ1+2γ2)ħ²k²/2m0. The heavy hole contains only X and Y, so these orbitals have coefficient γ1−2γ2. Call the coefficient of Z κ. The light hole then requires

(2/3)κ + (1/3)(γ1−2γ2) = γ1+2γ2,

κ = [3γ1 + 6γ2 − γ1 + 2γ2]/2 = γ1+4γ2.

The Z coefficient exceeds that of X and Y by 6γ2. For γ2 > 0, as in silicon, confinement along z raises Z above the other two orbitals.

**3. The hard-wall well**

At zero in-plane wavevector, the terms linear in k_z disappear, because each carries a factor k_x or k_y. What remains is a constant diagonal matrix multiplying −d²/dz², plus the constant matrix H_so. Every component must vanish at both walls, so one function, sin(nπz/W), serves all components. Different n do not mix, and since the sine functions form a complete set, no solutions are missed. Define

ε = ħ²π²/(2m0W²), a = γ2 ε.

The first heavy-hole level is HH1 = (γ1−2γ2)ε. With energies measured from HH1, the n = 1 block for J_z = 1/2 is

H_AA = 2Δ/3, H_BB = Δ/3 + 6a, H_AB = −√2Δ/3.

The block for J_z = −1/2 has the same eigenvalues by time reversal. An eigenvalue s satisfies

(2Δ/3 − s)(Δ/3 + 6a − s) − 2Δ²/9 = 0.

Multiplying out,

2Δ²/9 + 4aΔ − (2Δ/3)s − (Δ/3)s − 6as + s² − 2Δ²/9 = 0,

s² − (6a + Δ)s + 4aΔ = 0.

The discriminant is (6a+Δ)² − 16aΔ = 36a² − 4aΔ + Δ². The lower root is the first light-hole level LH1, measured from HH1:

s = [6a + Δ − √(36a² − 4aΔ + Δ²)]/2.

The upper root, 6a + Δ − s, is the first split-off level SO1.

**4. Both limits, and what lies between**

In a wide well a ≪ Δ. Rewrite the quadratic as

s = 4aΔ/(Δ + 6a − s).

To lowest order s = 4a. Putting this value in the denominator gives s ≈ 4a/(1 + 2a/Δ), hence

s = 4a − 8a²/Δ + …

The leading term is the difference of the bulk heavy and light kinetic energies, 4γ2ε, as it should be.

In a narrow well a ≫ Δ. The unexpanded determinant gives the distance from the plateau:

2Δ/3 − s = (2Δ²/9)/(6a + Δ/3 − s).

Since s stays finite, the denominator approaches 6a, and

s = 2Δ/3 − Δ²/(27a) + …

The gap tends to 2Δ/3, the value found in section 1. The correction is the second-order repulsion from Z, which lies about 6a higher.

To see that the gap cannot overshoot, let p(s) be the quadratic. It opens upward, so it is negative only between its roots. For a > 0,

p(2Δ/3) = −2Δ²/9 < 0,

p(4a) = 16a² − 24a² − 4aΔ + 4aΔ = −8a² < 0.

Both 2Δ/3 and 4a therefore lie above the lower root, so s is smaller than either.

The approach is also monotonic. The first row of the eigenvalue equation gives

u_B/u_A = (2Δ/3 − s)/(√2Δ/3) = (2 − 3t)/√2, with t = s/Δ,

and the Z weight of LH1 is

w_Z = (2−3t)²/[2 + (2−3t)²].

For a normalized eigenvector, the derivative of an eigenvalue is the expectation value of the derivative of the matrix. Only H_BB depends on a, with slope 6, so

ds/da = 6w_Z.

This is positive because t < 2/3. As W shrinks, a grows, s rises and w_Z falls from 2/3 toward 0. The light-hole level loses its Z part, and with it the extra confinement energy that separated it from the heavy hole. HH1 and LH1 then climb together, held apart by spin-orbit coupling alone.

**5. Two cases that behave differently**

First, discard the split-off band by keeping only the j = 3/2 states. The light hole is then fixed at two-thirds Z, and the gap is (2/3)(6a) = 4a at every width. It grows as 1/W² without saturating. The plateau needs the split-off band, because mixing with it lets the light hole shed Z.

Second, let γ2 be negative. Now a < 0 and the product of the roots, 4aΔ, is negative, so one J_z = ±1/2 pair lies below HH1. For |a| ≫ Δ the upper root still tends to 2Δ/3. The sum of the roots then puts the lower one near 6a + Δ − 2Δ/3 = 6a + Δ/3. The lowest n = 1 gap becomes 6|a| − Δ/3, which has no plateau. The condition γ2 > 0 is thus essential.

The name "first splitting" also requires that HH2 not come below LH1. The heavy-hole spacing is

HH2 − HH1 = (4−1)(γ1−2γ2)ε = 3(γ1−2γ2)ε.

Since s < 4γ2ε, it is sufficient that 3γ1 − 6γ2 > 4γ2, or γ1 > 10γ2/3. Silicon satisfies this easily, and LH1 is then the second subband at every width.

**6. A 3 nm silicon film**

Take the rough silicon values γ1 = 4.29, γ2 = 0.34 and Δ = 44 meV. The plateau is 2Δ/3 = 29.3 meV, or 0.0293 eV. With ħ²/2m0 = 38.10 meV nm² and W = 3 nm,

ε = 38.10 × π²/9 = 41.78 meV,

HH1 = (4.29 − 0.68) × 41.78 = 150.8 meV,

a = 0.34 × 41.78 = 14.21 meV.

The square root in the gap formula is √(7269 − 2501 + 1936) = 81.9 meV, so

s = (85.3 + 44.0 − 81.9)/2 = 23.7 meV.

This is 81% of the plateau. Direct diagonalization of the six-band problem on a real-space grid gives the same 23.69 meV as the formula. The two-term narrow-well expansion gives 24.3 meV, so it is already useful here. Without the split-off band the gap would be 56.8 meV, 2.4 times the value found with it. The next levels are well separated: SO1 lies 105.5 meV above HH1, and HH2 lies 452.5 meV above it.

To find the width for a chosen gap, solve the quadratic for a:

a(4Δ − 6s) = s(Δ − s),

a = s(Δ − s)/(4Δ − 6s), W = π√[(ħ²/2m0)γ2/a].

Half the plateau means s = Δ/3, hence a = Δ/9 and W = 5.1 nm. Ninety percent means s = 0.6Δ, hence a = 0.6Δ and W = 2.2 nm. Ninety-nine percent would need 0.72 nm. The two leading asymptotes, 4a and 2Δ/3, cross at a = Δ/6, or 4.2 nm. There s = Δ(1 − 1/√3), which is 63% of the plateau, so the crossover is gradual. The height of the plateau depends on Δ alone. A given fraction of it corresponds to a fixed a/Δ, so the width at which that fraction is reached scales as √(γ2/Δ).

**7. How far the model can be trusted**

The limit W → 0 belongs to the equations, not to a silicon film. One measure of this is the admixture of bands outside the six. In perturbation theory the kinetic energy of HH1 is −ε, the free-electron term with the sign of a hole, plus a sum of |V|²/E over remote bands. That sum must equal (γ1−2γ2+1)ε. The admixed weight is the sum of |V|²/E², which is at most (γ1−2γ2+1)ε/E_min. With a rough E_min of 3.4 eV, this estimate is 5.7% at 3 nm, 13% at 2 nm and 51% at 1 nm. The last figure means that the expansion has failed. The useful range is therefore a few nanometres, where the gap approaches its plateau without reaching it. The estimate limits the admixture within perturbation theory; it does not give the resulting change in the gap.

Real walls are finite. A barrier of 4.5 eV, a rough value for silicon dioxide, was given silicon's kinetic parameters for simplicity and no spin-orbit coupling. It lowers HH1 from 150.8 to about 121 meV and the gap from 23.7 to 21.1 meV, a reduction of 11%. Nearly all of this reduction comes from the wave spreading over a larger width, which lowers the confinement energy of Z relative to X and Y. Only about 0.3% of the hole lies in the barrier, so the missing spin-orbit coupling there matters little. When Z is far above X and Y, the two lowest pairs share one envelope, and to first order in Δ their gap is 2Δ/3 times the probability of finding the hole in silicon. The full 2Δ/3 thus presupposes that the wave stays inside.

A transverse field matters much less at this width. With hard walls and 0.5 MV/cm, the gap is 23.73 meV instead of 23.69 meV. The reason is clearest near the plateau: X and Y have the same mass along z, so any potential V(z) shifts both pairs equally. In an inversion layer on thick silicon the field itself provides the confinement, and the width formula above does not apply.

Motion in the plane mixes the heavy and light states. For 10¹² holes per cm², all placed in the lowest subband at zero temperature with a circular Fermi line, the Fermi wavevector is 0.251 nm⁻¹. With γ3 = 1.45, the gap between the two lowest pairs at that wavevector is 22.9 meV along [100] and 26.2 meV along [110]. The lowest pair has risen by 7.5 and 5.7 meV respectively, less than the gap, which is consistent with filling one subband.

Uniform biaxial strain can be included in the same algebra if its spin-dependent part is neglected. By symmetry it shifts Z relative to X and Y by some energy η, so 6a is replaced by 6a + η. Strain that raises Z brings the gap closer to the same plateau. Strain that lowers Z reduces the gap as long as 6a + η stays positive. If 6a + η becomes negative, which at 3 nm means η below about −85 meV, the order of the two pairs reverses and the lowest gap is no longer limited by 2Δ/3.

**8. Beside a real device**

The closest real structure is an ultrathin silicon-on-insulator film, a few nanometres thick, between oxide layers. The parameters used here are rough but typical of silicon. Among the changes computed in section 7, two shift the gap by about a tenth: finite walls lower it, and motion along [110] at the Fermi wavevector raises it. The barrier mass in the first of these calculations is not that of an oxide, and the result is sensitive to it: with one barrier mass for all orbitals and current-conserving matching, the gap is 19, 18 and 15 meV for 0.3, 0.5 and 1.0 m0, a reduction of a fifth to a third. Roughness is also present. Removing one atomic layer, 0.136 nm, from the 3 nm film with hard walls raises HH1 by 14.6 meV but changes the gap by only 0.5 meV. Within the continuum model, thickness variations therefore disturb the subband energies far more than their separation. This does not carry over to an atomically flat film. An ideal (001) surface has its bonds along one of the two in-plane diagonals, so it distinguishes X+Y from X−Y. With an odd number of layers the two surfaces are turned by a right angle against each other and the two orbitals stay degenerate. With an even number they are aligned, and the degeneracy assumed in section 1 is lifted even without spin-orbit coupling. In a nearest-neighbour sp3d5s* tight-binding slab with the dangling bonds shifted up in energy, the gap is about 22 meV for 21 or 23 layers but 54 to 66 meV for 22 layers, depending on the termination. These numbers are only indicative, since that parameter set has γ2 near 0.15. Steps and an amorphous oxide should average this effect in part; how far is not computed here. The formula and its plateau apply only where the interfaces leave X and Y degenerate.

At 300 K, kT is 25.9 meV, slightly more than the gap. The Boltzmann factor is 0.40, but the first subband has the larger density of states at thermal energies. With Boltzmann statistics, the hard-wall model puts about one sixth of the holes in these two subbands into the second. Scattering blurs the levels as well. The mean of the two computed rises corresponds to an in-plane mass of 0.36 m0. With a rough mobility μ of 200 cm²/Vs, the relaxation time τ = μm/e gives a broadening ħ/τ of about 16 meV, two-thirds of the gap. This mass is an average over directions at that one wavevector, however; it is 0.32 m0 as k tends to zero and grows at larger k, fastest along [110]. The relation for τ calls for the conductivity mass, which for the first subband of the hard-wall model, averaged over a Boltzmann distribution at 300 K, is about 0.6 m0, with a fifth of those holes beyond 1.5 nm⁻¹, where the six-band model is less reliable. The same estimate then gives about 9 meV. At room temperature the two subbands thus share the carriers, but this rough estimate does not settle how strongly scattering makes them overlap. The full table of widths is in the numerical output below.

Computed values

```
gamma1, gamma2, gamma3 (rough): 4.29, 0.34, 1.45
spin-orbit splitting D (rough): 44.0 meV
hbar^2/2m0: 38.10 meV nm^2
plateau 2D/3: 29.33 meV = 0.0293 eV
Table: W nm | eps meV | HH1 meV | LH1 meV | gap meV |
  % of plateau | Z weight | gap without split-off, meV
  20 |   0.94 |    3.39 |    4.65 |  1.26 |  4.3 | 0.647 |   1.28
  10 |   3.76 |   13.57 |   18.38 |  4.80 | 16.4 | 0.583 |   5.11
   5 |  15.04 |   54.30 |   69.41 | 15.11 | 51.5 | 0.320 |  20.46
   3 |  41.78 |  150.83 |  174.52 | 23.69 | 80.8 | 0.069 |  56.82
   2 |  94.01 |  339.37 |  366.30 | 26.94 | 91.8 | 0.013 | 127.85
   1 | 376.03 | 1357.47 | 1386.23 | 28.76 | 98.1 | 0.001 | 511.40
width for 50% of plateau: 5.11 nm
width for 90% of plateau: 2.20 nm
width for 99% of plateau: 0.72 nm
width where asymptotes cross: 4.18 nm
gap there / plateau: 0.634
Example width: 3.0 nm
a = gamma2*eps: 14.21 meV
gap, formula: 23.69 meV
gap, real-space grid: 23.69 meV
narrow-well two-term estimate: 24.29 meV
SO1 - HH1: 105.5 meV
HH2 - HH1: 452.5 meV
Neglected effects in the example film:
barrier taken (rough): 4.5 eV
HH1 with finite barrier: 120.8 meV
gap with finite barrier: 21.07 meV
field taken: 0.5 MV/cm
gap with field: 23.73 meV
hole density taken: 1e+12 cm^-2
Fermi wavevector, one subband: 0.251 nm^-1
gap at that k along [100]: 22.9 meV
rise of lowest subband along [100]: 7.5 meV
gap at that k along [110]: 26.2 meV
rise of lowest subband along [110]: 5.7 meV
remote-band gap taken (rough): 3.4 eV
remote admixture estimate, W=5 nm: 2.0 %
remote admixture estimate, W=3 nm: 5.7 %
remote admixture estimate, W=2 nm: 12.7 %
remote admixture estimate, W=1 nm: 51.0 %
atomic layer (rough): 0.136 nm
HH1 shift, one layer thinner: 14.6 meV
gap change, one layer thinner: 0.52 meV
kT at 300 K: 25.85 meV
Boltzmann factor exp(-gap/kT): 0.40
mean in-plane mass from rise: 0.363 m0
mobility taken (rough): 200 cm2/Vs
collision broadening hbar/tau: 16 meV
```
